\section*{Quantum capacitance of ideal graphene at the Dirac point, 300 K}

\section*{Question}

I am trying to calculate the quantum capacitance per area of ideal graphene at the Dirac point, at 300 K, with Fermi velocity $v=10^6$ m/s. I have two estimates, and they disagree.

First, I took $C_q=e^2 g(E_F)$, where $g$ is the density of states. At the Dirac point $g=0$, so $C_q=0$.

Second, I argued that at 300 K there are thermal electrons and holes, each with a density of about $8.1\times10^{10}$ cm$^{-2}$. If each density changes with the chemical potential as $e^{\pm\mu/kT}$, then $C_q=e^2(n+p)/kT$, which comes to about $1.00\ \mu$F/cm$^2$.

Which is right, if either? I am also unsure whether electrons and holes add or cancel, and where the spin and valley factors enter. Finally, suppose the sheet lies under a metal gate with 10 nm of hafnia (relative permittivity about 16). Is $C_q$ what a capacitance meter would read?

\section*{Answer}

Neither estimate is right. The first leaves out temperature. The second includes it, but treats the carriers as a dilute classical gas, which they are not at the Dirac point. The meter reads $C_q$ in series with the oxide.

\subsection*{Definition and assumptions}

Let $\mu$ be the chemical potential measured from the Dirac point, and let $n$ and $p$ be the electron and hole densities per area. Take $e>0$. The sheet carries charge $-e(n-p)$ per area, so the gate carries $Q=e(n-p)$. With the channel potential $\phi=\mu/e$, the quantum capacitance is
\begin{equation}
C_q=\frac{dQ}{d\phi}=e^2\frac{d(n-p)}{d\mu}.
\label{def}
\end{equation}
It is a differential capacitance: at neutrality $Q=0$, but the slope of $Q$ need not vanish.

``Ideal'' here means bands $E=\pm\hbar v|\mathbf k|$ around each of two valleys, two spin states, no disorder, and no interaction beyond the mean electrostatic potential. The temperature and the velocity are held fixed when $\mu$ is varied.

\subsection*{Density of states}

In two dimensions there are $1/(2\pi)^2$ states per unit area and unit area of $\mathbf k$ space, for each spin and valley. In one band, the states with energy magnitude below $|E|$ fill a disc of radius $k=|E|/\hbar v$. With two spins and two valleys their number per area is
\begin{equation}
N=4\,\frac{\pi k^2}{(2\pi)^2}=\frac{E^2}{\pi(\hbar v)^2},
\qquad
g(E)=\frac{dN}{d|E|}=\frac{2|E|}{\pi(\hbar v)^2}.
\label{dos}
\end{equation}
This $g$ already contains the factor of four, so no further degeneracy factor is needed. It applies to the upper band for $E>0$ and to the lower band for $E<0$.

\subsection*{Electrons and holes add}

With the Fermi function $f(E)=1/[1+e^{(E-\mu)/kT}]$, the densities are
\begin{equation}
n=\int_0^\infty g f\,dE,\qquad
p=\int_{-\infty}^0 g(1-f)\,dE.
\end{equation}
Since $f$ depends on $E-\mu$ alone, $\partial f/\partial\mu=-\partial f/\partial E$, which is positive. Therefore
\begin{align}
\frac{dn}{d\mu}&=\int_0^\infty g\left(-\frac{\partial f}{\partial E}\right)dE,\\
\frac{dp}{d\mu}&=-\int_{-\infty}^0 g\left(-\frac{\partial f}{\partial E}\right)dE.
\end{align}
Raising $\mu$ adds electrons and removes holes. Both changes make the sheet more negative, so in $n-p$ they add:
\begin{equation}
C_q=e^2\int_{-\infty}^{\infty}g(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\label{average}
\end{equation}
The function $-\partial f/\partial E$ has unit area and a width of a few $kT$. Thus $C_q/e^2$ is the density of states averaged over a thermal window. Your first estimate replaces this average by its value at the centre of the window, which is the one energy where $g$ vanishes.

\subsection*{The integral for any channel potential}

Write $y=\mu/kT=e\phi/kT$. For the upper band, integrate by parts:
\begin{equation}
\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\bigl[-Ef\bigr]_0^\infty+\int_0^\infty f\,dE .
\end{equation}
The bracket vanishes at $E=0$ because of the factor $E$, and at infinity because $f$ decays exponentially. An antiderivative of $f$ is $-kT\ln[1+e^{-(E-\mu)/kT}]$, as differentiation confirms. Its value is zero at infinity, so
\begin{equation}
\int_0^\infty f\,dE=kT\ln(1+e^{y}).
\label{upper}
\end{equation}
For the lower band, set $E=-\varepsilon$. The function $-\partial f/\partial E$ is even in $E-\mu$, so its value at $-\varepsilon-\mu$ equals that at $\varepsilon+\mu$. The lower-band integral is therefore the upper-band one with $\mu$ replaced by $-\mu$, namely $kT\ln(1+e^{-y})$. The sum contains
\begin{equation}
(1+e^y)(1+e^{-y})=2+e^y+e^{-y}=2(1+\cosh y).
\end{equation}
Multiplying by $e^2$ and by the prefactor $2/[\pi(\hbar v)^2]$ of $g$ gives
\begin{equation}
C_q(\phi)=\frac{2e^2kT}{\pi(\hbar v)^2}
\ln\!\left[2\left(1+\cosh\frac{e\phi}{kT}\right)\right].
\label{general}
\end{equation}
At the Dirac point $\cosh 0=1$, and the logarithm is $\ln4=2\ln2$:
\begin{equation}
\boxed{C_q(0)=\frac{4\ln2}{\pi}\,\frac{e^2kT}{(\hbar v)^2}.}
\label{dirac}
\end{equation}
Each band supplies half. Comparison with (\ref{dos}) shows that $C_q(0)=e^2g(E^*)$ with $E^*=2kT\ln2$, about 36 meV at 300 K. This is the mean of $|E|$ over the thermal window.

\subsection*{The number}

At 300 K, $kT=0.025852$ eV, and for $v=10^6$ m/s, $\hbar v=0.658212$ eV nm. Hence
\begin{equation}
\frac{4\ln2}{\pi}\,\frac{kT}{(\hbar v)^2}
=0.8825\times\frac{0.025852}{(0.658212)^2}
=0.05266\ \mathrm{eV^{-1}\,nm^{-2}} .
\end{equation}
This is $d(n-p)/d\mu$. Multiplication by $e^2$ turns eV$^{-1}$ into $e$ per volt, and
\begin{equation}
1\,\frac{e}{\mathrm{V\,nm^2}}
=\frac{1.602\times10^{-19}\ \mathrm C}{10^{-14}\ \mathrm{V\,cm^2}}
=16.02\ \mu\mathrm{F/cm^2}.
\end{equation}
The result is
\begin{equation}
C_q(0)=0.05266\times16.02\ \mu\mathrm{F/cm^2}
=0.844\ \mu\mathrm{F/cm^2},
\end{equation}
or $8.44\times10^{-3}$ F/m$^2$.

Two numerical tests support it. Integrating $n$ and $p$ at $\mu=\pm kT/1000$ and taking the difference quotient gives $0.84374\ \mu$F/cm$^2$, the same as (\ref{dirac}) to the five digits printed. The second test sums over the whole Brillouin zone of a nearest-neighbour honeycomb lattice, with lattice constant 0.246 nm, $1500\times1500$ wave vectors, and the hopping energy chosen to give $v=10^6$ m/s. It gives $0.84389\ \mu$F/cm$^2$. That sum has no valley factor put in by hand and does not assume straight bands, so it checks the valley count as well. The spin factor of two is still put in. The excess of 0.018\% is the effect of band curvature in this lattice model.

\subsection*{Why the classical estimate is too high}

Your carrier densities are correct. At $\mu=0$, with $x=E/kT$,
\begin{equation}
n=p=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2
\int_0^\infty\frac{x\,dx}{1+e^x}.
\end{equation}
Expand $1/(1+e^x)=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$ and use $\int_0^\infty xe^{-mx}dx=1/m^2$. The integral is $1-\frac14+\frac19-\cdots=\pi^2/12$, so
\begin{equation}
n=p=\frac{\pi}{6}\left(\frac{kT}{\hbar v}\right)^2
=8.08\times10^{10}\ \mathrm{cm^{-2}} .
\end{equation}
The error is in the next step. Differentiating the Fermi function gives
\begin{equation}
-\frac{\partial f}{\partial E}=\frac{f(1-f)}{kT}.
\end{equation}
The relation $dn/d\mu=n/kT$ follows if $1-f$ is replaced by one. That is justified when every relevant state is nearly empty, but at the Dirac point $f=1/2$. States that are already partly occupied accept fewer additional electrons. The same holds for holes, with $f$ and $1-f$ exchanged. Dividing (\ref{dirac}) by the classical estimate,
\begin{equation}
\frac{C_q(0)}{e^2(n+p)/kT}
=\frac{4\ln2/\pi}{\pi/3}=\frac{12\ln2}{\pi^2}=0.843 .
\end{equation}
This reduces your $1.00\ \mu$F/cm$^2$ to $0.844\ \mu$F/cm$^2$. The ratio does not depend on temperature or velocity in this model, so heating the sheet does not rescue the classical estimate.

\subsection*{Low temperature, and away from neutrality}

Equation (\ref{dirac}) is proportional to $T$ and to $1/v^2$. Your answer of zero is its limit for $T\to0$. At 350 K, with $v$ fixed, it gives $0.984\ \mu$F/cm$^2$.

For the opposite limit, factor out the larger exponential in (\ref{general}):
\begin{equation}
\ln[2(1+\cosh y)]=|y|+2\ln(1+e^{-|y|}).
\end{equation}
When $|y|\gg1$ the second term is negligible and
\begin{equation}
C_q\simeq\frac{2e^2|e\phi|}{\pi(\hbar v)^2}=e^2g(e\phi),
\end{equation}
which is your first formula in the regime where it works. At $\phi=0.10$ V, $y=3.87$. The full result is $2.38\ \mu$F/cm$^2$ and the limiting form gives $2.35\ \mu$F/cm$^2$, lower by about 1\%.

Near neutrality, use $1+\cosh y=2\cosh^2(y/2)$ and $\ln\cosh u\simeq u^2/2$:
\begin{equation}
\ln[2(1+\cosh y)]=\ln4+2\ln\cosh\frac y2
\simeq\ln4+\frac{y^2}{4},
\end{equation}
so that
\begin{equation}
\frac{C_q(\phi)}{C_q(0)}\simeq1+\frac{1}{4\ln4}\left(\frac{e\phi}{kT}\right)^2 .
\label{small}
\end{equation}
The minimum is rounded by temperature; the sharp V of the density of states is gone.

\subsection*{What the meter reads}

Count the gate voltage $V_g$ from the value that makes the sheet neutral, which absorbs the constant work-function difference. Ground the graphene. Its electrochemical potential is then fixed, so raising $\mu$ by $e\phi$ requires the Dirac point to drop by $e\phi$, and the electrostatic potential of the sheet rises by $\phi$. The oxide takes the remaining voltage:
\begin{equation}
V_g=\phi+\frac{Q(\phi)}{C_{ox}} .
\label{gate}
\end{equation}
The metal gate is treated as a perfect conductor. Differentiating with respect to $Q$ gives
\begin{equation}
\frac1C=\frac{dV_g}{dQ}=\frac1{C_q}+\frac1{C_{ox}} .
\end{equation}
For 10 nm of oxide with relative permittivity 16, $C_{ox}=\varepsilon_0\varepsilon_r/d=1.417\ \mu$F/cm$^2$, and
\begin{equation}
C=\frac{1.417\times0.844}{1.417+0.844}\ \mu\mathrm{F/cm^2}
=0.529\ \mu\mathrm{F/cm^2}.
\end{equation}
To recover the quantum capacitance, invert the series rule: $C_q=CC_{ox}/(C_{ox}-C)$. With $C_{ox}$ held fixed, the logarithmic derivative is
\begin{equation}
\frac{dC_q}{C_q}=\left(1+\frac{C}{C_{ox}-C}\right)\frac{dC}{C}
=\left(1+\frac{C_q}{C_{ox}}\right)\frac{dC}{C},
\end{equation}
because the series rule gives $C/(C_{ox}-C)=C_q/C_{ox}$. Here the factor is 1.60, so a 1\% error in $C$ becomes a 1.6\% error in $C_q$. A thinner oxide of the same permittivity lowers this factor. An error in $C_{ox}$ enters as well: at fixed $C$, $dC_q/C_q=-(C_q/C_{ox})\,dC_{ox}/C_{ox}$, a factor of $-0.60$ here. If the true permittivity is 16 but 20 is assumed, the extracted $C_q$ is 11\% too low; if 13 is assumed, it is 16\% too high.

The signal must also be small. If the channel potential is $a\cos\omega t$, integrating (\ref{small}) gives
\begin{equation}
Q\simeq C_q(0)\left[\phi+\frac{e^2\phi^3}{12\ln4\,(kT)^2}\right].
\end{equation}
Since $\cos^3\omega t=\frac34\cos\omega t+\frac14\cos3\omega t$, the response at $\omega$ is raised by the fraction $(ea/kT)^2/(16\ln4)$. For $a=10$ mV this is 0.67\%. By (\ref{gate}), that channel amplitude needs about 16 mV on the gate. If it is the gate voltage that is sinusoidal, the measured $C$ rises by only 0.42\%, and the factor 1.60 turns this into the same 0.67\% in the extracted $C_q$.

\subsection*{How far a real device may differ}

The oxide values above are rough typical ones for hafnia on graphene. For the inputs chosen below, strong disorder changes the result most and weak disorder much less; a gap at the interface, a change of velocity and an error in the oxide permittivity each give roughly 10 to 20\%. The order depends on these inputs and is not a rule for all devices.

Charged impurities shift the Dirac point from place to place. Rough values are tens of meV on oxide supports and less on hexagonal boron nitride. Suppose the shifts are Gaussian with rms energy $s$, and average the local $C_q$ over this prescribed distribution. For small $s$, (\ref{small}) gives a fractional rise $(s/kT)^2/(4\ln4)$. The full average is $0.866\ \mu$F/cm$^2$ for $s=10$ meV, but $1.28\ \mu$F/cm$^2$ for 50 meV, a rise of 51\%. The quadratic formula would give 67\% in the second case; it overshoots because $\ln\cosh u$ lies below $u^2/2$.

A gap between sheet and oxide acts the other way. Treated as 0.3 nm of vacuum, it has a capacitance of $2.95\ \mu$F/cm$^2$ and lowers the total from 0.53 to $0.45\ \mu$F/cm$^2$. If the gap is ignored in the extraction, one infers $C_q=0.656\ \mu$F/cm$^2$, which is 22\% below the true value in this model. Vacuum is the extreme case for this thickness, because electron clouds partly fill a real gap; an effective permittivity of 2 over the same 0.3 nm would give about 12\%.

These two errors can hide each other. Put the 50 meV average in series with the gap, and the apparent value is
\begin{equation}
\left(\frac1{1.2755}+\frac1{2.951}\right)^{-1}\mu\mathrm{F/cm^2}
=0.89\ \mu\mathrm{F/cm^2},
\end{equation}
close to the ideal result although the sheet is far from ideal. This applies the series rule to the averaged $C_q$. If the patches are instead much wider than the oxide is thick, the series rule holds patch by patch, and averaging the total capacitance over the same distribution gives an apparent value of about $0.85\ \mu$F/cm$^2$, closer still to the ideal one. A measured minimum near $0.84\ \mu$F/cm$^2$ is therefore not by itself evidence of a clean sheet. The dependence on temperature is a better guide, since the ideal minimum is proportional to $T$, but an ignored gap spoils the strict proportionality. In this model, with oxide, velocity and disorder independent of $T$, the apparent value rises from 150 K to 300 K by a factor of 2 for the ideal sheet, 1.78 for a clean sheet with the gap, and 1.16 for the 50 meV average with the gap.

The velocity matters too. Electron interactions can change it, and a value 10\% higher, taken as a rough measure, lowers $C_q(0)$ to $0.697\ \mu$F/cm$^2$.

Other effects are small for these numbers:
\begin{itemize}
\item At $\phi=0.10$ V the gate voltage is 0.20 V and the oxide field 0.10 MV/cm, well below a rough breakdown field of a few MV/cm.
\item For a $10\ \mu$m square sheet of 5 k$\Omega$ per square at 10 kHz, $\omega RC=1.7\times10^{-4}$, so series resistance hardly affects the reading.
\item Direct tunnelling through a 2 eV barrier with mass $0.2\,m_e$ carries a factor $e^{-2\kappa d}=e^{-64.8}$, where $\kappa=\sqrt{2m\Phi}/\hbar$ and $\Phi$ is the barrier height. Multiplying this factor by an assumed attempt rate of $10^{15}$ s$^{-1}$ gives an escape rate. A small voltage $V$ across the barrier exposes a charge $C_qV$ per area to escape, so the leakage conductance per area is about $C_q$ times that rate. This is of order $10^{-18}$ of $\omega C$.
\end{itemize}
Leakage through defects and the capacitance of interface traps are not included in these estimates. Traps that exchange charge with the sheet and follow the signal raise the apparent value. Their capacitance is in parallel with $C_q$ if they lie at the sheet, and with the series combination of $C_q$ and the gap if they lie on the oxide surface. The numerical output below lists most of the values used here.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Fermi velocity: 1.0e+06 m/s
Thermal energy kT: 0.025852 eV
hbar v: 0.658212 eV nm
Cq at Dirac point, formula: 0.84374 uF/cm2
Same, converted: 8.4374e-03 F/m2
Cq, differentiated densities: 0.84374 uF/cm2
Electron share of Cq: 0.5000
Cq, tight-binding lattice sum: 0.84389 uF/cm2
Band-curvature change of Cq: 0.0182 %
Electron density at neutrality: 8.077e+10 cm^-2
Hole density at neutrality: 8.077e+10 cm^-2
Boltzmann estimate of Cq: 1.0012 uF/cm2
Ratio Cq/Boltzmann estimate: 0.8428
Cq at phi = 0.10 V: 2.3795 uF/cm2
Its zero-temperature form: 2.3543 uF/cm2
Oxide thickness: 10 nm
Oxide relative permittivity: 16
Oxide capacitance: 1.4167 uF/cm2
Total capacitance, series formula: 0.5288 uF/cm2
Total capacitance, gate equation: 0.5288 uF/cm2
Error gain from C to Cq: 1.596
Cq at 350 K: 0.9844 uF/cm2
Cq at v = 1.1e6 m/s: 0.6973 uF/cm2
Channel signal amplitude: 10 mV
Rise of Cq from amplitude: 0.672 %
Mean Cq, 10 meV rms puddles: 0.8661 uF/cm2
Mean Cq, 50 meV rms puddles: 1.2755 uF/cm2
Rise from 50 meV puddles: 51.2 %
Sheet-oxide gap: 0.3 nm
Gap capacitance: 2.951 uF/cm2
Total capacitance with gap: 0.4485 uF/cm2
Cq misread if gap ignored: 0.6562 uF/cm2
Misreading from gap: -22.2 %
Gate voltage for phi = 0.10 V: 0.2009 V
Oxide field there: 0.1009 MV/cm
Barrier height, rough: 2.0 eV
Tunnelling mass, rough: 0.2 electron masses
Attempt rate, rough: 1e+15 1/s
Tunnelling exponent: 64.8
Tunnel conductance/(omega C): 1.8e-18
Signal frequency: 10 kHz
Side of square sheet: 10 um
Sheet resistance, rough: 5 kohm/square
Device capacitance: 528.8 fF
omega R C: 1.66e-04
\end{verbatim}
